# Surface traces of {411} planes at an undercut silicon mask corner: a program that tests the result

```python
"""
Result under test: {411} facets bevelling a convex mask corner on (001) silicon
can leave <410> surface traces, at arctan(3/5) to the adjacent <110> mask edge.

Axes x, y, z are the cubic axes; z points out of the wafer, silicon is at z < 0.
The mask corner is the origin; its edges run along [110] and [-110].
retreat : in-surface distance from the corner to a facet trace, normal to it
lean    : +1 for a facet sloping outward with depth, -1 for an overhanging one
The mesa is built as an intersection of half-spaces, and its angles and lengths
are measured on the numerically found vertices. Lengths are in micrometres.
"""
from itertools import permutations, product
import numpy as np
from scipy.spatial import HalfspaceIntersection

vertical_rate = 1.0       # um/min, rough value for hot aqueous KOH
retreat_rate = 1.2        # um/min, rough value
etch_time = 100.0         # min
rate_ratio_111 = 50.0     # (100) rate over (111) rate, rough value
miscut = 0.5              # degrees, rough wafer tolerance
misalignment = 0.5        # degrees, rough mask tolerance
depth = vertical_rate * etch_time
retreat = retreat_rate * etch_time
far_y = 600.0             # where the modelled piece of the mesa is cut off

edge_a = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
edge_b = np.array([-1.0, 1.0, 0.0]) / np.sqrt(2)
surface_normal = np.array([0.0, 0.0, 1.0])


def line_angle(u, v):
    """Acute angle in degrees between two lines."""
    return np.degrees(np.arctan2(np.linalg.norm(np.cross(u, v)),
                                 abs(np.dot(u, v))))


def outline(right, left, h=4, lean=1, undercut=0.0, level=0.0):
    """Corner outline at height level, ordered from left to right."""
    norm = np.hypot(1, h)
    planes = np.array([
        [1, -h, lean, right * norm],
        [-1, -h, lean, left * norm],
        [1, -1, 1, undercut * np.sqrt(2)],
        [-1, -1, 1, undercut * np.sqrt(2)],
        [0, 0, 1, 0],
        [0, 0, -1, -depth],
        [0, 1, 0, -far_y]], dtype=float)
    inside = np.array([0.0, 400.0, -depth / 2])
    vertices = HalfspaceIntersection(planes, inside).intersections
    chosen = vertices[np.abs(vertices[:, 2] - level) < 1e-6]
    points = np.unique(np.round(chosen[:, :2], 7), axis=0)
    return points[np.argsort(points[:, 0])]


def turns(points):
    """Turning angles in degrees at the inner vertices of an outline."""
    steps = np.diff(points, axis=0)
    return np.diff(np.degrees(np.arctan2(steps[:, 1], steps[:, 0])))


# Sort the whole {411} family by trace and by ability to bevel the corner.
family = sorted({tuple(s * m for s, m in zip(signs, order))
                 for order in permutations((4, 1, 1))
                 for signs in product((1, -1), repeat=3)})
traces_410, traces_110, bevelling = 0, 0, []
for normal in family:
    trace = np.cross(normal, surface_normal)
    indices = sorted(np.abs(trace).astype(int))
    traces_410 += indices == [0, 1, 4]
    traces_110 += indices == [0, 1, 1]
    if np.dot(normal, edge_a) < -1e-9 and np.dot(normal, edge_b) < -1e-9:
        bevelling.append(normal)
assert (len(family), traces_410, traces_110) == (24, 16, 8)
assert set(bevelling) == {(a, -4, c) for a in (1, -1) for c in (1, -1)}

# Angles of the mesa outline, at the surface and at the etched depth.
theta = np.degrees(np.arctan(3 / 5))
expected_turns = [theta, 90 - 2 * theta, theta]
for lean in (1, -1):
    for level in (0.0, -depth):
        measured = turns(outline(retreat, retreat, lean=lean, level=level))
        assert np.allclose(measured, expected_turns, atol=1e-5)
top = outline(retreat, retreat)
top_turns = turns(top)
right_trace = np.append(top[3] - top[2], 0.0)
assert line_angle(right_trace, np.array([4.0, 1.0, 0.0])) < 1e-5
far_angle = line_angle(right_trace, edge_b)
assert abs(far_angle - np.degrees(np.arctan(5 / 3))) < 1e-5

# Lengths measured on the vertices against the closed forms.
edge_loss = np.linalg.norm(top[3])
tip_recession = np.linalg.norm(top[2])
trace_length = np.linalg.norm(right_trace)
assert np.isclose(edge_loss, retreat * np.sqrt(34) / 3, atol=1e-5)
assert np.isclose(tip_recession, retreat * np.sqrt(17) / 4, atol=1e-5)
assert np.isclose(trace_length, retreat * 17 / 12, atol=1e-5)

# The angle does not depend on how far the etch has gone.
half_turns = turns(outline(retreat / 2, retreat / 2))
assert np.allclose(half_turns, top_turns, atol=1e-5)

# Both traces survive only for retreat ratios between 3/5 and 5/3.
for ratio, count in ((0.59, 4), (0.61, 5), (1.65, 5), (1.68, 4)):
    assert len(outline(retreat, ratio * retreat)) == count
single_turns = turns(outline(retreat, 0.5 * retreat))
assert np.allclose(single_turns, [90 - theta, theta], atol=1e-5)

# Facet tilt from the shift of its trace between surface and etched depth.
bottom = outline(retreat, retreat, level=-depth)
in_plane_normal = np.array([1.0, -4.0]) / np.sqrt(17)
trace_shift = np.dot(bottom[2] - top[2], in_plane_normal)
tilt = np.degrees(np.arctan2(depth, trace_shift))
assert abs(tilt - np.degrees(np.arccos(1 / np.sqrt(18)))) < 1e-5
tilt_412 = line_angle(np.array([1, -4, 2]), surface_normal)
trace_412 = np.cross([1, -4, 2], surface_normal)
assert line_angle(trace_412, right_trace) < 1e-5
assert abs(tilt_412 - tilt) > 5

# Other {h11} bevels, measured on their own mesas.
h_angles = {}
for h in (2, 3, 4, 5, 6):
    h_angles[h] = turns(outline(retreat, retreat, h=h))[-1]
    assert abs(h_angles[h] - np.degrees(np.arctan((h - 1) / (h + 1)))) < 1e-5
nearest_gap = min(abs(h_angles[h] - h_angles[4]) for h in (2, 3, 5, 6))

# Slow etching of the {111} sidewalls moves the junction, not the angle.
sidewall_tilt = line_angle(np.array([1, -1, 1]), surface_normal)
undercut = depth / rate_ratio_111 / np.sin(np.radians(sidewall_tilt))
shifted = outline(retreat, retreat, undercut=undercut)
junction_shift = np.dot(shifted[3] - top[3], edge_a[:2])
assert np.allclose(turns(shifted), top_turns, atol=1e-5)
assert np.isclose(junction_shift, -5 * undercut / 3, atol=1e-5)

# Wafer miscut: largest change of the angle over all tilt directions.
miscut_error = 0.0
for azimuth in np.radians(np.arange(0, 360, 1)):
    tilt_angle = np.radians(miscut)
    actual_normal = np.array([np.sin(tilt_angle) * np.cos(azimuth),
                              np.sin(tilt_angle) * np.sin(azimuth),
                              np.cos(tilt_angle)])
    facet_trace = np.cross(actual_normal, [1, -4, 1])
    sidewall_trace = np.cross(actual_normal, [1, -1, 1])
    change = abs(line_angle(facet_trace, sidewall_trace) - theta)
    miscut_error = max(miscut_error, change)
angle_error = miscut_error + misalignment
assert angle_error < nearest_gap / 2

print(f"signed {{411}} normals: {len(family)}")
print(f"normals with <410> traces: {traces_410}")
print(f"normals with <110> traces: {traces_110}")
print(f"normals able to bevel this corner: {len(bevelling)}")
print(f"vertical etch rate (rough input): {vertical_rate:.1f} um/min")
print(f"trace retreat rate (rough input): {retreat_rate:.1f} um/min")
print(f"etch time (input): {etch_time:.0f} min")
print(f"etch depth: {depth:.0f} um")
print(f"trace retreat d: {retreat:.0f} um")
print(f"angle of trace to adjacent edge: {top_turns[-1]:.2f} deg")
print(f"angle of trace to other edge: {far_angle:.2f} deg")
print(f"turn between the two traces: {top_turns[1]:.2f} deg")
print(f"interior angle, trace and edge: {180 - top_turns[-1]:.2f} deg")
print(f"interior angle at the tip: {180 - top_turns[1]:.2f} deg")
print(f"edge length lost s: {edge_loss:.1f} um")
print(f"tip recession t: {tip_recession:.1f} um")
print(f"length of each trace L: {trace_length:.1f} um")
print(f"single facet, angle at [-110] edge: {single_turns[0]:.2f} deg")
print(f"single facet, angle at [110] edge: {single_turns[1]:.2f} deg")
print(f"trace shift from surface to full depth: {trace_shift:.2f} um")
print(f"tilt of bevelling {{411}} facet: {tilt:.2f} deg")
print(f"tilt of (1,-4,2), same trace: {tilt_412:.2f} deg")
for h in (3, 5):
    print(f"trace angle for {{{h}11}} bevel: {h_angles[h]:.2f} deg")
print(f"gap to nearest {{h11}} alternative: {nearest_gap:.2f} deg")
print(f"(100)/(111) rate ratio (rough input): {rate_ratio_111:.0f}")
print(f"{{111}} sidewall tilt: {sidewall_tilt:.2f} deg")
print(f"sidewall undercut: {undercut:.2f} um")
print(f"junction shift along [110]: {junction_shift:.2f} um")
print(f"wafer miscut (rough input): {miscut:.1f} deg")
print(f"largest angle error from miscut: {miscut_error:.2f} deg")
print(f"mask misalignment (rough input): {misalignment:.1f} deg")
print(f"sum of the two angle errors: {angle_error:.2f} deg")
print("done: every assertion held")
```

Printed output:

```
signed {411} normals: 24
normals with <410> traces: 16
normals with <110> traces: 8
normals able to bevel this corner: 4
vertical etch rate (rough input): 1.0 um/min
trace retreat rate (rough input): 1.2 um/min
etch time (input): 100 min
etch depth: 100 um
trace retreat d: 120 um
angle of trace to adjacent edge: 30.96 deg
angle of trace to other edge: 59.04 deg
turn between the two traces: 28.07 deg
interior angle, trace and edge: 149.04 deg
interior angle at the tip: 151.93 deg
edge length lost s: 233.2 um
tip recession t: 123.7 um
length of each trace L: 170.0 um
single facet, angle at [-110] edge: 59.04 deg
single facet, angle at [110] edge: 30.96 deg
trace shift from surface to full depth: 24.25 um
tilt of bevelling {411} facet: 76.37 deg
tilt of (1,-4,2), same trace: 64.12 deg
trace angle for {311} bevel: 26.57 deg
trace angle for {511} bevel: 33.69 deg
gap to nearest {h11} alternative: 2.73 deg
(100)/(111) rate ratio (rough input): 50
{111} sidewall tilt: 54.74 deg
sidewall undercut: 2.45 um
junction shift along [110]: -4.08 um
wafer miscut (rough input): 0.5 deg
largest angle error from miscut: 0.26 deg
mask misalignment (rough input): 0.5 deg
sum of the two angle errors: 0.76 deg
done: every assertion held
```
